Radiative lifetimes of circular and low-l Rydberg states

**Question.** An electron bound to a fixed point charge +e is excited to the level n = 50. How long does it stay there before it emits a photon, and how does this time grow with n if the orbit is circular, or if the angular momentum is low?

**Answer.** Classical radiation theory gives the energy lost per second, and the correspondence principle says how large a portion is lost at a time. Their ratio is an emission rate. The electron is treated as non-relativistic and spinless, there are no other electrons or external fields, and the surrounding space is at zero temperature, so the emission is spontaneous. Electric-dipole radiation alone is kept.

**The circular orbit**

A circular state has the largest angular momentum its level allows, l = n − 1. For large n it corresponds to a circular orbit with m v r = nħ. The Coulomb force supplies the centripetal force:

m v²/r = e²/(4πε₀r²).

Inserting v = nħ/(m r) gives n²ħ²/(m r³) = e²/(4πε₀r²), and therefore

r = n²a₀,  a₀ = 4πε₀ħ²/(m e²).

The angular frequency is ω = v/r = nħ/(m r²) = ħ/(m a₀²n³). With the Hartree energy E_h = ħ²/(m a₀²) this becomes

ħω = E_h/n³.

The levels are E_n = −E_h/(2n²), whose derivative dE_n/dn is also E_h/n³. For large n the orbit frequency thus matches the spacing of neighbouring levels, so the orbiting charge emits quanta of energy ħω.

The acceleration is a = e²/(4πε₀m r²). Writing e²/(4πε₀) = αħc, with α the fine-structure constant, gives

a = αħc/(m a₀²n⁴) = αc(E_h/ħ)/n⁴.

Larmor's formula for the radiated power is then

P = e²a²/(6πε₀c³) = (2/3)αħa²/c² = (2/3)α³E_h²/(ħn⁸).

Dividing by the quantum E_h/n³ gives the emission rate:

Γ = (2/3)α³(E_h/ħ)/n⁵.

This is the whole decay rate. A dipole transition changes l by one, so the final state has l′ = n − 2 or l′ = n. A lower level n′ ≤ n − 1 contains no l′ above n − 2, and it reaches n − 2 only if n′ = n − 1. The next circular state is the single exit. Hence

τ = τ₀n⁵,  τ₀ = 3ħ/(2α³E_h).

The power falls as n⁻⁸ and the quantum as n⁻³; the difference is the fifth power.

**The size at n = 50**

The atomic unit of time is ħ/E_h = 2.4189 × 10⁻¹⁷ s, so

τ₀ = 1.5 × 137.036³ × 2.4189 × 10⁻¹⁷ s = 93.37 ps,
τ = 93.37 ps × 50⁵ = 29.18 ms.

The orbit has a radius of 132.3 nm and a frequency of 52.64 GHz. The electron completes about 1.5 × 10⁹ turns in one lifetime, which justifies computing the radiation from an undamped orbit.

A quantum calculation for the same model gives 28.60 ms. The estimate is 2.0% above this value at n = 50 and 4.1% above it at n = 25, as expected if the leading relative correction is c/n with c near 1. Such a correction also raises the local exponent d ln τ/d ln n from 5 to about 5 + 1/n, in line with the computed 5.023 between n = 40 and n = 50. The photon energy, too, has a correction of relative order 1/n: the true gap to n = 49 is 0.2244 meV, while E_h/n³ is 0.2177 meV.

**Eccentric orbits: power and torque**

A state with l much smaller than n corresponds to a long, narrow ellipse. From here on atomic units are used: ħ, m, e and 4πε₀ equal 1, c = 1/α, and L is measured in ħ. The semimajor axis is n², the period is T = 2πn³, and the eccentricity ε obeys 1 − ε² = L²/n². The orbit is

r = L²/(1 + ε cos θ),  dt = r²dθ/L.

Two time averages are needed. The first is

⟨r⁻³⟩ = (1/T)∫dθ/(L r) = (1/(T L³))∫(1 + ε cos θ)dθ = 2π/(T L³) = 1/(n³L³).

For the second, the average of cos²θ over the angle is 1/2:

⟨r⁻⁴⟩ = (1/(T L⁵))∫(1 + ε cos θ)²dθ = 2π(1 + ε²/2)/(T L⁵) = (3 − L²/n²)/(2n³L⁵).

Both averages were tested against numerically integrated trajectories. Since the acceleration is 1/r², the mean power is (2/3)α³⟨r⁻⁴⟩, which scales as n⁻³ at fixed low L.

Dividing this power by the quantum n⁻³ of the circular case would give a rate independent of n. That is wrong, because the photons are different. Near the closest approach r ≈ L²/2 the speed is L/r ≈ 2/L and the angular velocity is about 4/L³. The radiation comes in a short burst with typical frequencies of order 1/L³, however large n is. In a Fourier series these are high harmonics kω of the orbit frequency, and each harmonic has its own quantum:

Γ = Σ P_k/(kω),  P_k = (4/3)α³|a_k|²,  k = 1, 2, 3, …

Here a_k is the Fourier amplitude of the acceleration. The factor 4/3 is Larmor's 2/3 doubled, because k and −k contribute equally to the mean square.

The n³ law now follows. When n ≫ L, the inner part of the orbit hardly depends on n: the speed obeys v² = 2/r − 1/n², and the last term is negligible there. Each passage then emits an average photon number N(L) that does not depend on n. Passages occur once per period, so

Γ = N(L)/(2πn³).

The torque of the radiation reaction gives N(L). The reaction force is (2/3)α³ da/dt, with a now a vector. For a central force r × a = 0 at all times, and differentiating this gives r × da/dt = −v × a. With a = −r/r³ one finds v × a = (r × v)/r³, whose magnitude is L/r³. The mean loss of angular momentum is therefore

−dL/dt = (2/3)α³L⟨r⁻³⟩ = (2/3)α³/(n³L²).

If each photon removes one unit ħ, this is also the photon rate, and in ordinary units

τ ≈ τ₀n³(L/ħ)².

The corresponding number per passage is N = (4π/3)α³/L², far below one. Setting L = nħ recovers the circular result. The third power thus belongs to fixed L; if L grows in proportion to n, the lifetime grows as n⁵ again.

Some photons raise L instead of lowering it. With rates Γ₋ for lowering and Γ₊ for raising, the torque gives Γ₋ − Γ₊, while the decay rate is Γ₋ + Γ₊. The torque estimate of the rate is thus too small by 2Γ₊. The harmonic sum exceeds it by a factor 1.094 at L/n = 0.1 and 1.100 at L/n = 0.05, and by none for a circle. The factor is nearly constant for narrow ellipses, so it changes the prefactor by about 10% and leaves the exponent alone.

**Low angular momentum at n = 50**

The classical L² is replaced by the quantum value l(l + 1). For l = 1,

τ ≈ 93.37 ps × 50³ × 2 = 23.3 μs.

For l = 2 and l = 5 the last factor is 6 and 30, which gives 70.0 μs and 350.1 μs.

The quantum rate used for comparison has the same structure as the classical sum. Since |a_k| = (kω)²|r_k|, each classical term is (4/3)α³(kω)³|r_k|². Replacing kω by the true transition frequency ω_fi, and r_k by the dipole matrix element, gives

Γ = Σ (4/3)α³ω_fi³ [max(l, l′)/(2l + 1)] |⟨n′l′|r|nl⟩|²,

summed over all lower levels with l′ = l ± 1. The bracket is the angular part, averaged over the orientation of the initial state. The two brackets, l/(2l + 1) and (l + 1)/(2l + 1), add up to 1, as they must for a unit vector.

This sum gives 23.0 μs for l = 1, 65.5 μs for l = 2 and 322.4 μs for l = 5. Relative to these values the estimate is too long by 1.5%, 6.9% and 8.6%. The excess does not reach the 10% of a very narrow ellipse. At n = 50 it is largest near l = 5 and then falls, to 7.5% at l = 10 and 4.4% at l = 20. There it follows the classical harmonic factor for the same L/n, which is 1.077 and 1.045. The closer agreement at l = 1 does not show that the classical picture is better there, since the full classical count would itself be about 10% away from the torque estimate.

In fact the picture of an orbit is weakest at low l. The classical photon energy, of order 1/L³, must be small compared with the binding energy of the lowest levels the electron can reach, which is of order 1/(2L²). This requires L ≫ 1. At l = 0 the prefactor fails altogether: the formula gives zero lifetime, while the quantum sum gives 216.0 μs, longer than for l = 1 or l = 2.

The exponent survives even so. Between n = 40 and n = 50 the quantum lifetimes grow with local exponents 2.977, 2.998 and 2.995 for l = 0, 1 and 2. Near the core the binding energy 1/(2n²) is negligible beside the potential 1/r, so the radial wave function keeps its shape as n changes, and only its normalization varies. The probability of finding the electron there follows the fraction of time spent there, a fixed passage time divided by a period proportional to n³. Transitions to compact low levels sample this region, and their photon energies hardly depend on n. The argument holds in the limit of large n. For l = 0 at n = 50, 18% of the decays still go to levels above n′ = 10, and the exponent approaches 3 slowly: it is 2.985 between n = 50 and n = 70.

The l = 1 state shows this directly. Its mean photon energy is 10.963 eV at n = 25 and 10.945 eV at n = 50. The strongest branch at n = 50 takes 77.0% of the decays. It must lead to the ground state, because transitions to any other level release at most about 3.4 eV, and the mean could not then be so high. The slight fall of the mean with n comes from a shift in the branching, since the energy of each separate transition rises with n.

**How far apart the two cases are**

The estimated ratio of the circular lifetime to that of l = 1 is n⁵/(2n³) = n²/2 = 1250 at n = 50; the quantum ratio is 1244. The circular electron never comes close to the core, so it accelerates weakly and emits microwave photons. The l = 1 electron passes close to the core once per period and usually drops to the ground state in one step, emitting a photon of 13.6 eV.

The long circular lifetime needs a cold environment. At temperature T, a mode at the gap ΔE holds on average

n̄ = 1/(exp(ΔE/k_BT) − 1)

thermal photons. For the gap between n = 50 and n = 49 at 300 K this is 114.7. Stimulated emission multiplies the downward rate by 1 + n̄ = 115.7, so the lifetime falls below 28.60 ms/115.7 ≈ 0.25 ms, and absorption to higher levels shortens it further. With absorption included it is about 0.12 ms. The millisecond value therefore applies when k_BT is well below the gap of 0.2244 meV. The low-l values are also zero-temperature values. At 300 K thermal transitions between bound levels alone shorten the lifetime to at most 113 μs for l = 5, 100 μs for l = 0 and 20.4 μs for l = 1. The numerical output below lists the computed values.

Calculated quantities

```
Inverse fine-structure constant: 137.036
Atomic unit of time: 2.4189e-17 s
Lifetime prefactor tau0: 93.37 ps
Principal quantum number n: 50
Circular orbit radius: 132.3 nm
Circular orbit acceleration: 1.4471e+16 m/s^2
Larmor power: 1.1953e-21 W
Orbit frequency: 52.64 GHz
Photon energy from orbit frequency: 0.2177 meV
True gap between n=50 and n=49: 0.2244 meV
Circular decay rate, estimate: 34.27 1/s
Circular lifetime, estimate: 29.18 ms
Circular lifetime, quantum: 28.60 ms
Circular estimate/quantum, n=25: 1.0414
Circular estimate/quantum, n=50: 1.0204
Orbits per circular lifetime (estimate): 1.536e+09
Circular lifetime exponent, n=40 to 50: 5.023
Lifetime exponent for l=0, n=40 to 50: 2.9767
Lifetime exponent for l=1, n=40 to 50: 2.9978
Lifetime exponent for l=2, n=40 to 50: 2.9948
Lifetime n=50, l=0, quantum: 216.0 us
Lifetime n=50, l=1, estimate: 23.3 us
Lifetime n=50, l=1, quantum: 23.0 us
Estimate/quantum for l=1: 1.015
Lifetime n=50, l=2, estimate: 70.0 us
Lifetime n=50, l=2, quantum: 65.5 us
Estimate/quantum for l=2: 1.069
Lifetime n=50, l=5, estimate: 350.1 us
Lifetime n=50, l=5, quantum: 322.4 us
Estimate/quantum for l=5: 1.086
Circular/(l=1) lifetime ratio, estimate: 1250
Circular/(l=1) lifetime ratio, quantum: 1244
Harmonic count/torque estimate, L/n=1: 1.0000
Harmonic count/torque estimate, L/n=0.1: 1.0937
Harmonic count/torque estimate, L/n=0.05: 1.0997
Mean photon energy, n=25, l=1: 10.963 eV
Mean photon energy, n=50, l=1: 10.945 eV
Largest single decay branch, n=50, l=1: 77.0 percent
Chosen temperature: 300 K
Thermal photons per mode at the n=50 to 49 gap: 114.7
```
